**One-centre PAW exchange: one Coulomb tensor, two contractions**

The valence one-centre exchange energy of each spin is −½ Σ ρ_ij ρ_kl C_ilkj, and its derivative is D_ij = −Σ_kl ρ_kl C_ilkj. Here ρ_ij is the on-site density matrix, and C_ijkl is the Coulomb tensor of all-electron pair densities minus that of smooth pair densities with compensation charges; the Hartree term uses the same tensor as ½ Σ ρ_ij ρ_kl C_ijkl. For the nitrogen atom the program asserts that the all-electron Hartree and exchange energies, the diagonal 2s and 2p elements of D and the total exchange energy agree with analytic Gaussian integrals. For three complex test orbitals it asserts that soft and one-centre parts add up to the directly integrated exchange and Hartree energies. It also asserts the self-interaction cancellation for one orbital, and compares the analytic energy gradient with finite differences. Control cases assert that a wrong index crossing, missing compensation charges and an incomplete set of partial waves each give a measurable error. The output shows a total exchange energy of −6.5983 hartree for nitrogen and a one-centre PAW valence correction of −0.0123 hartree for the chosen sphere and smooth waves.

## Numerical check

```python
"""
Result under test: in a PAW sphere the valence-valence one-centre energies are
    E_H = 1/2 sum rho_ij rho_kl C_ijkl        (rho summed over spin)
    E_x = -1/2 sum rho_ij rho_kl C_ilkj       (for each spin)
    D_ij = dE_x/drho_ij = -sum_kl rho_kl C_ilkj
rho_ij = sum_n f_n <psi~_n|p_i><p_j|psi~_n>, f_n = occupation, p_i = projector,
C_ijkl = (phi_i* phi_j | phi_k* phi_l) minus the same Coulomb integral with
smooth pair densities plus compensation charges. phi = all-electron wave.
Hartree atomic units. Pair densities are stored as real-harmonic components
on a radial grid; partial waves have complex harmonics so index order matters.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
r_c = 1.2

# ---------- radial grid made of Gauss panels, with cumulative integration
edges = [0, .01, .03, .08, .2, .45, .8, r_c, 1.8, 2.6, 3.6, 5, 7, 9, 12]
q = 12
x, wx = leg.leggauss(q)
primitive = np.array([leg.legval(x, leg.legint(row, lbnd=-1))
                      for row in np.eye(q)]).T
cum_panel = primitive @ np.linalg.inv(leg.legvander(x, q - 1))
half = np.diff(edges) / 2
r = np.concatenate([a + h * (x + 1) for a, h in zip(edges[:-1], half)])
w = np.concatenate([h * wx for h in half])
N = len(r)
cum = np.zeros((N, N))
for p, h in enumerate(half):
    block = slice(p * q, (p + 1) * q)
    cum[block, :p * q] = w[:p * q]
    cum[block, block] = h * cum_panel
w2 = w * r**2
inside = r < r_c

# ---------- angular grid and harmonics
ct, wt = leg.leggauss(6)
az = 2 * np.pi * np.arange(12) / 12
Z = np.repeat(ct, 12)
X = np.sqrt(1 - Z**2) * np.tile(np.cos(az), 6)
Yc = np.sqrt(1 - Z**2) * np.tile(np.sin(az), 6)
w_ang = np.repeat(wt, 12) * 2 * np.pi / 12
k0, k1, k2 = (np.sqrt(v / (4 * np.pi)) for v in (1, 3, 15))
harm = np.array([k0 + 0 * Z, k1 * Yc, k1 * Z, k1 * X, k2 * X * Yc, k2 * Yc * Z,
                 np.sqrt(5 / (16 * np.pi)) * (3 * Z**2 - 1), k2 * X * Z,
                 k2 / 2 * (X**2 - Yc**2)])
l_of = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
assert np.allclose((harm * w_ang) @ harm.T, np.eye(9), atol=1e-12)
ang_s = harm[0].astype(complex)
ang_p = [k1 * (X - 1j * Yc) / np.sqrt(2), k1 * Z + 0j,
         -k1 * (X + 1j * Yc) / np.sqrt(2)]


def radial_kernel(l):
    inner = r[:, None]**(-l - 1.0) * cum * r**(l + 2.0)
    outer = r[:, None]**float(l) * (w - cum) * r**(1.0 - l)
    return 4 * np.pi / (2 * l + 1) * (inner + outer)


kernels = np.array([radial_kernel(l) for l in range(3)])[l_of]


def pairs(f, g):
    """Harmonic components of conj(f_n) g_m for all n, m."""
    return np.einsum("naw,maw,Lw->nmLa", f.conj(), g, harm * w_ang,
                     optimize=True)


def potential(n):
    return np.einsum("Lab,...Lb->...La", kernels, n)


def coulomb(n1, n2):
    return np.sum(w2 * n1 * potential(n2))


def tensor(P):
    return np.einsum("ijLa,klLa->ijkl", P * w2, potential(P), optimize=True)


# ---------- nitrogen atom: orbitals and analytic Gaussian integrals
mol = gto.M(atom="N 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
mf.kernel()
assert mf.converged
mo = np.hstack([mf.mo_coeff[:, mf.mo_occ == 2], mf.mo_coeff[:, mf.mo_occ == 1]])
assert mo.shape[1] == 5
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), mo, mo, mo, mo,
                optimize=True)


def on_axis(radii):
    radii = np.atleast_1d(radii)
    pts = np.zeros((len(radii), 3))
    pts[:, 2] = radii
    return mol.eval_gto("GTOval", pts) @ mo


p_dir = on_axis(1.0)[0, 2:]
p_dir = p_dir / np.linalg.norm(p_dir)


def occupied(radii):
    v = on_axis(radii)
    return v[:, 0] / k0, v[:, 1] / k0, v[:, 2:] @ p_dir / k1


R1s, R2s, R2p = occupied(r)
mix_core = np.sum(w2 * R1s * r**2 * R2s)
mix_s = np.sum(w2 * R2s * r**2 * R2s)
mix_p = np.sum(w2 * R2p * r**2 * R2p)


def radial_waves(radii):
    c, s, p = occupied(radii)
    return np.array([s, radii**2 * s - mix_s * s - mix_core * c,
                     p, radii**2 * p - mix_p * p])


R_ae = radial_waves(r)
norms = np.sqrt(np.sum(w2 * R_ae**2, axis=1))
R_ae = R_ae / norms[:, None]
match = r_c + 0.05 * np.arange(4)
R_match = radial_waves(match) / norms[:, None]
R_ps = R_ae.copy()
for i, l in enumerate([0, 0, 1, 1]):
    powers = l + 2 * np.arange(4)
    coef = np.linalg.solve(match[:, None]**powers, R_match[i])
    R_ps[i, inside] = r[inside, None]**powers @ coef


def with_angles(R):
    rows = [np.outer(R[0], ang_s), np.outer(R[1], ang_s)]
    rows += [np.outer(R[k], y) for k in (2, 3) for y in ang_p]
    return np.array(rows)


phi, phit = with_angles(R_ae), with_angles(R_ps)
core = np.outer(R1s, ang_s)[None]

# ---------- projectors, compensation charges, tensors
shape = np.where(inside, (1 - (r / r_c)**2)**2, 0.0)
vol = w2[:, None] * w_ang
B = np.einsum("iaw,jaw,aw->ij", phit.conj(), phit, vol * shape[:, None],
              optimize=True)
proj = np.einsum("jaw,ji->iaw", phit * shape[:, None], np.linalg.inv(B))


def project(f):
    return np.einsum("iaw,naw,aw->in", proj.conj(), f, vol, optimize=True)


assert np.allclose(project(phit), np.eye(8), atol=1e-8)
P_ae, P_ps = pairs(phi, phi), pairs(phit, phit)
r_pow = r**l_of[:, None].astype(float)
moments = np.sum(w2 * r_pow * (P_ae - P_ps), axis=-1)
g = r_pow * shape
g = g / np.sum(w2 * r_pow * g, axis=-1)[:, None]
comp = moments[..., None] * g
leak = np.abs(potential(P_ae - P_ps - comp)[..., ~inside]).max()
assert leak < 1e-8
T_ae, T_ps = tensor(P_ae), tensor(P_ps)
C = T_ae - tensor(P_ps + comp)
assert np.allclose(C, C.transpose(2, 3, 0, 1), atol=1e-7)
assert np.allclose(C.conj(), C.transpose(1, 0, 3, 2), atol=1e-7)


def hartree(rho, T):
    return 0.5 * np.einsum("ij,kl,ijkl->", rho, rho, T, optimize=True).real


def exchange(rho, T):
    return -0.5 * np.einsum("ij,kl,ilkj->", rho, rho, T, optimize=True).real


def D_exchange(rho, T):
    return -np.einsum("kl,ilkj->ij", rho, T)


# ---------- nitrogen: tensor formulas against analytic Gaussian integrals
rho_up = np.diag([1., 0, 1, 1, 1, 0, 0, 0])
rho_dn = np.diag([1., 0, 0, 0, 0, 0, 0, 0])


def gaussian_exchange(a, b):
    return sum(eri[i, j, j, i] for i in a for j in b)


val_up, val_dn = [1, 2, 3, 4], [1]
EH = hartree(rho_up + rho_dn, T_ae)
Ex_up, Ex_dn = exchange(rho_up, T_ae), exchange(rho_dn, T_ae)
occ = {1: 2, 2: 1, 3: 1, 4: 1}
EH_ref = 0.5 * sum(occ[i] * occ[j] * eri[i, i, j, j] for i in occ for j in occ)
assert abs(EH - EH_ref) < 1e-6
assert abs(Ex_up + 0.5 * gaussian_exchange(val_up, val_up)) < 1e-6
assert abs(Ex_dn + 0.5 * gaussian_exchange(val_dn, val_dn)) < 1e-6
D_up, D_dn = D_exchange(rho_up, T_ae).real, D_exchange(rho_dn, T_ae).real
for D, val in ((D_up, val_up), (D_dn, val_dn)):
    assert abs(D[0, 0] + gaussian_exchange([1], val)) < 1e-6
    assert abs(D[3, 3] + gaussian_exchange([2], val)) < 1e-6
X_cv = -np.einsum("iLa,jLa->ij", pairs(phi, core)[:, 0] * w2,
                  potential(pairs(core, phi)[0])).real
E_cv = np.sum((rho_up + rho_dn) * X_cv)
core_pair = pairs(core, core)[0, 0]
E_cc = -coulomb(core_pair, core_pair).real
E_total = Ex_up + Ex_dn + E_cv + E_cc
E_ref = -0.5 * (gaussian_exchange(range(5), range(5))
                + gaussian_exchange(range(2), range(2)))
assert abs(E_total - E_ref) < 2e-6
dEx = exchange(rho_up, C) + exchange(rho_dn, C)
dD_up, dD_dn = D_exchange(rho_up, C).real, D_exchange(rho_dn, C).real

# ---------- three test orbitals of one spin with altered tails
rng = np.random.default_rng(7)


def random_complex(*size):
    return rng.normal(size=size) + 1j * rng.normal(size=size)


tail = np.where(inside, 0.0, (r - r_c)**3 * np.exp(-(r - r_c)**2))
angles = np.array([ang_s] + ang_p)


def random_smooth(n):
    a = random_complex(8, n)
    f = np.einsum("in,iaw->naw", a, phit)
    f = f + np.einsum("nk,kw,a->naw", random_complex(n, 4), angles, tail)
    assert np.allclose(project(f), a, atol=1e-7)
    return f


def all_electron(f):
    return f + np.einsum("in,iaw->naw", project(f), phi - phit)


occup = np.array([1.0, 0.7, 0.4])
psit = random_smooth(3)
psi = all_electron(psit)
S = np.einsum("naw,maw,aw->nm", psi.conj(), psi, vol, optimize=True)
ev, U = np.linalg.eigh(S)
psit = np.einsum("nm,naw->maw", (U / np.sqrt(ev)) @ U.conj().T, psit)


def pair_exchange(P):
    V = potential(P).transpose(1, 0, 2, 3)
    return -0.5 * np.einsum("n,m,nm->", occup, occup,
                            np.sum(w2 * P * V, axis=(2, 3))).real


def pair_hartree(P):
    n = np.einsum("n,nnLa->La", occup, P)
    return 0.5 * coulomb(n, n).real


def direct_exchange(f):
    full = all_electron(f)
    return pair_exchange(pairs(full, full))


def soft_pairs(f):
    c = project(f)
    return pairs(f, f) + np.einsum("in,jm,ijLa->nmLa", c.conj(), c, comp,
                                   optimize=True)


def density_matrix(c):
    return np.einsum("n,in,jn->ij", occup, c.conj(), c)


c = project(psit)
rho = density_matrix(c)
psi = all_electron(psit)
P_direct, P_soft = pairs(psi, psi), soft_pairs(psit)
x_direct, x_soft, x_one = (pair_exchange(P_direct), pair_exchange(P_soft),
                           exchange(rho, C))
h_direct, h_soft, h_one = (pair_hartree(P_direct), pair_hartree(P_soft),
                           hartree(rho, C))
assert abs(x_direct - x_soft - x_one) < 1e-7
assert abs(h_direct - h_soft - h_one) < 1e-7

# One-centre orbitals summed explicitly, against the two possible crossings
psi1 = np.einsum("in,iaw->naw", c, phi)
x_sum = pair_exchange(pairs(psi1, psi1))
x_crossed = exchange(rho, T_ae)
x_wrong = -0.5 * np.einsum("ij,kl,ikjl->", rho, rho, T_ae, optimize=True).real
assert abs(x_sum - x_crossed) < 1e-8
assert abs(x_sum - x_wrong) > 1e-3

# One occupied orbital: exchange cancels the Hartree term
rho_one = np.outer(c[:, 0].conj(), c[:, 0])
one_H, one_x = hartree(rho_one, C), exchange(rho_one, C)
assert abs(one_H + one_x) < 1e-8 and abs(one_H) > 1e-4

# Controls: no compensation charge; partial waves not complete in the sphere
err_nocomp = (pair_exchange(pairs(psit, psit)) + exchange(rho, T_ae - T_ps)
              - x_direct)
assert abs(err_nocomp) > 1e-4
bump = psit.copy()
bump[0] += 0.3 * np.outer(np.cos(8 * r / r_c) * shape, ang_s)
err_incomplete = (pair_exchange(soft_pairs(bump))
                  + exchange(density_matrix(project(bump)), C)
                  - direct_exchange(bump))
assert abs(err_incomplete) > 1e-5

# Derivative of the full exchange energy when the first orbital is varied.
# The energy is a quartic polynomial in the step: five points are exact.
eta = 0.3 * random_smooth(1)
d = project(eta)[:, 0]


def shifted(t):
    f = psit.copy()
    f[0] += t * eta[0]
    return direct_exchange(f)


t = 0.05
slope = (8 * (shifted(t) - shifted(-t)) - shifted(2 * t) + shifted(-2 * t)) / (12 * t)
local_pair = pairs(eta, psit)[0]
hat_pair = np.einsum("i,jm,ijLa->mLa", d.conj(), c, comp, optimize=True)
s_local, s_hat = (
    -2 * occup[0] * sum(occup[m] * coulomb(n[m], P_soft[m, 0])
                        for m in range(3)).real for n in (local_pair, hat_pair))
s_D = 2 * occup[0] * (d.conj() @ D_exchange(rho, C) @ c[:, 0]).real
assert abs(slope - s_local - s_hat - s_D) < 1e-6
assert abs(s_hat) > 1e-5 and abs(s_D) > 1e-5


def show(label, value, unit="Ha", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("sphere radius r_c", r_c, "bohr", 2)
show("N atom ROHF/cc-pVTZ total energy", mf.e_tot)
print("-- N atom, all-electron valence tensor")
show("(ss|ss)", T_ae[0, 0, 0, 0].real)
show("(ss|pp), one m", T_ae[0, 0, 3, 3].real)
show("(sp|ps), one m", T_ae[0, 3, 3, 0].real)
show("sum over m' of (p p'|p' p)", sum(T_ae[3, m, m, 3].real for m in (2, 3, 4)))
show("valence Hartree energy", EH)
show("valence exchange, spin up", Ex_up)
show("valence exchange, spin down", Ex_dn)
show("D_x 2s,2s up", D_up[0, 0])
show("D_x 2p,2p up", D_up[3, 3])
show("D_x 2s,2s down", D_dn[0, 0])
show("D_x 2p,2p down (2p empty)", D_dn[3, 3])
show("D_x 2s,second s up", D_up[0, 1])
show("core-valence X 2s,2s", X_cv[0, 0])
show("core-valence X 2p,2p", X_cv[3, 3])
show("core-valence exchange energy", E_cv)
show("core-core exchange energy", E_cc)
show("total exchange, summed parts", E_total)
show("total exchange, summed parts", E_total * HARTREE_EV, "eV", 3)
show("total exchange, Gaussian integrals", E_ref)
print("-- N atom, PAW tensor C (smooth part subtracted)")
show("C_ssss", C[0, 0, 0, 0].real)
show("C_sp,ps", C[0, 3, 3, 0].real)
show("one-centre valence exchange, both spins", dEx)
show("one-centre valence exchange, both spins", dEx * HARTREE_EV, "eV", 3)
show("one-centre D_x 2s,2s up", dD_up[0, 0])
show("one-centre D_x 2p,2p up", dD_up[3, 3])
show("one-centre D_x 2s,2s down", dD_dn[0, 0])
show("one-centre D_x 2p,2p down", dD_dn[3, 3])
print("-- three test orbitals, one spin, occupations", *occup)
show("exchange, direct", x_direct)
show("exchange, soft part", x_soft)
show("exchange, one-centre part", x_one)
show("Hartree, direct", h_direct)
show("Hartree, soft part", h_soft)
show("Hartree, one-centre part", h_one)
show("all-electron one-centre exchange, orbital sum", x_sum)
show("same, crossing (il|kj)", x_crossed)
show("same, wrong crossing (ik|jl)", x_wrong)
show("one orbital: one-centre Hartree", one_H)
show("one orbital: one-centre exchange", one_x)
show("error without compensation charge", err_nocomp)
show("error with incomplete partial waves", err_incomplete)
show("energy slope, finite differences", slope)
show("slope, soft local term", s_local)
show("slope, compensation-charge term", s_hat)
show("slope, one-centre D term", s_D)
print(f"largest potential leak outside sphere: {leak:.1e} Ha")
print("finished without a failed check")
```

Printed output:

```
sphere radius r_c: 1.20 bohr
N atom ROHF/cc-pVTZ total energy: -54.397358 Ha
-- N atom, all-electron valence tensor
(ss|ss): 0.683842 Ha
(ss|pp), one m: 0.668586 Ha
(sp|ps), one m: 0.137362 Ha
sum over m' of (p p'|p' p): 0.775284 Ha
valence Hartree energy: 8.335448 Ha
valence exchange, spin up: -1.916934 Ha
valence exchange, spin down: -0.341921 Ha
D_x 2s,2s up: -1.095929 Ha
D_x 2p,2p up: -0.912647 Ha
D_x 2s,2s down: -0.683842 Ha
D_x 2p,2p down (2p empty): -0.137362 Ha
D_x 2s,second s up: 0.216728 Ha
core-valence X 2s,2s: -0.063990 Ha
core-valence X 2p,2p: -0.028803 Ha
core-valence exchange energy: -0.214390 Ha
core-core exchange energy: -4.125069 Ha
total exchange, summed parts: -6.598314 Ha
total exchange, summed parts: -179.549 eV
total exchange, Gaussian integrals: -6.598314 Ha
-- N atom, PAW tensor C (smooth part subtracted)
C_ssss: -0.004275 Ha
C_sp,ps: -0.000962 Ha
one-centre valence exchange, both spins: -0.012285 Ha
one-centre valence exchange, both spins: -0.334 eV
one-centre D_x 2s,2s up: 0.007163 Ha
one-centre D_x 2p,2p up: -0.012002 Ha
one-centre D_x 2s,2s down: 0.004275 Ha
one-centre D_x 2p,2p down: 0.000962 Ha
-- three test orbitals, one spin, occupations 1.0 0.7 0.4
exchange, direct: -0.411912 Ha
exchange, soft part: -0.409936 Ha
exchange, one-centre part: -0.001976 Ha
Hartree, direct: 0.890984 Ha
Hartree, soft part: 0.888699 Ha
Hartree, one-centre part: 0.002284 Ha
all-electron one-centre exchange, orbital sum: -0.187563 Ha
same, crossing (il|kj): -0.187563 Ha
same, wrong crossing (ik|jl): -0.105676 Ha
one orbital: one-centre Hartree: 0.000348 Ha
one orbital: one-centre exchange: -0.000348 Ha
error without compensation charge: 0.008093 Ha
error with incomplete partial waves: -0.000169 Ha
energy slope, finite differences: 0.221054 Ha
slope, soft local term: 0.197245 Ha
slope, compensation-charge term: 0.022009 Ha
slope, one-centre D term: 0.001800 Ha
largest potential leak outside sphere: 6.6e-17 Ha
finished without a failed check
```
